\section*{Root following in the nonsymmetric Davidson solver for EOM-CC excited states}

\section{A real matrix with complex estimates}

Consider
\begin{equation}
A=\begin{pmatrix}0&1&2\\-1&0&0\\2&0&0\end{pmatrix}.
\end{equation}
Its trace and determinant vanish, and its three principal $2\times2$ minors are $1$, $-4$ and $0$. The characteristic equation is therefore $\lambda^3-3\lambda=0$, with the real roots $0$ and $\pm\sqrt3$.

Suppose an iterative solver has so far explored only the first two coordinates. It sees the upper left block, whose eigenvalues are $\pm i$. For $\theta=i$ the approximate eigenvector is $x=(1,i,0)^T$, and
\begin{equation}
Ax-\theta x=(i,-1,2)^T-(i,-1,0)^T=(0,0,2)^T .
\end{equation}
The residual points along the missing coordinate. The diagonal correction used below divides it by $\theta-A_{33}=i$, which gives $(0,0,-2i)^T$. With this $x$, a solver that kept only the real part of the correction would add nothing and stall. The phase of $x$ is arbitrary, and $ix$ would give the real correction $(0,0,2)^T$, so the real part alone succeeds or fails by accident. A solver that keeps both the real and the imaginary part completes the space for any phase and finds the real roots.

A complex estimate during the iterations is thus no evidence of a complex eigenvalue, and it must not be discarded. The same care is needed in equation-of-motion coupled-cluster (EOM-CC) calculations. The settings treated here are the rule that selects roots, the number of roots, the subspace size, the residual threshold and the tolerance for degeneracy.

\section{The eigenvalue problem}

Orbitals, Hamiltonian $H$ and cluster operator $T$ are taken to be real, $T$ contains single and double excitations, and $|0\rangle$ is the reference determinant. Define $\bar H=e^{-T}He^{T}$. The CCSD equations are $\langle\mu|\bar H|0\rangle=0$ for every single or double excitation $\mu$, and $E=\langle0|\bar H|0\rangle$. In the space of the reference and these excitations,
\begin{equation}
\bar H\rightarrow\begin{pmatrix}E&b^T\\0&A+E\end{pmatrix},\qquad
A=P(\bar H-E)P,
\end{equation}
where $P$ projects on singles and doubles and $b_\mu=\langle0|\bar H|\mu\rangle$. The matrix is block triangular, so its eigenvalues are $E$ and $E+\omega$, with
\begin{equation}
Ar=\omega r,\qquad l^TA=\omega l^T .
\end{equation}
The reference component of the right vector follows from $Er_0+b^Tr=(E+\omega)r_0$, that is, $r_0=b^Tr/\omega$ for $\omega\ne0$. For the left vector the first column gives $El_0=(E+\omega)l_0$, hence $l_0=0$. Left-right overlaps therefore need only the singles and doubles.

Since $H^T=H$, the two products required by the solver are
\begin{align}
Ax&=Pe^{-T}He^{T}Px-Ex,\\
A^Ty&=Pe^{T^T}He^{-T^T}Py-Ey .
\end{align}
In general they differ, because $T^T\neq -T$. The matrix $A$ need not be stored. A typical expensive contraction, $\sum_{cd}W_{abcd}r_{ij}^{cd}$, has two occupied and four virtual indices and costs of order $o^2v^4$ operations for $o$ occupied and $v$ virtual orbitals.

\section{The Davidson step}

Let the columns of the real matrix $V$ be an orthonormal basis of the search space, and let $W=AV$. Solve the small problem
\begin{equation}
My=\theta y,\qquad M=V^TW,
\end{equation}
and form the Ritz vector $x=Vy$ and its residual $\rho=Ax-\theta x=Wy-\theta Vy$. Then
\begin{equation}
V^T\rho=My-\theta y=0,
\end{equation}
so a nonzero residual always lies outside the current space.

\subsection{Diagonal preconditioning}

Write component $\mu$ of the eigenvalue equation as
\begin{equation}
(\omega-A_{\mu\mu})x_\mu=\sum_{\nu\ne\mu}A_{\mu\nu}x_\nu .
\end{equation}
Insert the current $\theta$ and $x$ on the right and solve for a new component:
\begin{align}
x_\mu^{\rm new}&=\frac{(Ax)_\mu-A_{\mu\mu}x_\mu}{\theta-A_{\mu\mu}}
=\frac{\rho_\mu+(\theta-A_{\mu\mu})x_\mu}{\theta-A_{\mu\mu}}\nonumber\\
&=x_\mu+q_\mu,\qquad q_\mu=\frac{\rho_\mu}{\theta-A_{\mu\mu}} .
\end{align}
Because $x$ is already in the space, only $q$ is added, after orthogonalization to $V$. A denominator close to zero is replaced by a small fixed number. This changes the search direction but not the convergence criterion, which still uses $\rho$.

The step is usually useful when off-diagonal elements are small compared with most of the denominators. Unlike $\rho$, however, $q$ need not lie outside the space: for an exactly diagonal $A$, $\rho_\mu=(A_{\mu\mu}-\theta)x_\mu$ gives $q=-x$ unless a denominator is replaced, and the solver stalls. As an illustration, take a $400\times400$ matrix with diagonal elements $1.00$, $1.02$ and then $398$ equally spaced values from $2$ to $200$. Its off-diagonal elements are normal random numbers of standard deviation $0.02$, except $A_{12}=0.1$ and $A_{21}=-0.1$. The numbers quoted for this matrix belong to one random draw. Starting from the first two unit vectors and allowing at most 12 iterations, the solver reaches a residual norm of $4\times10^{-11}$ with the preconditioner. With $\rho$ itself as the new direction, the residual norm is still $4\times10^{-2}$.

\subsection{Complex pairs}

Let $\theta=a+ib$ with $b\neq0$, and $x=u+iv$. Separating real and imaginary parts of $Ax=\theta x$ gives
\begin{equation}
Au=au-bv,\qquad Av=bu+av .
\end{equation}
The real plane spanned by $u$ and $v$ is invariant under $A$; neither vector alone is an eigenvector. The solver can therefore remain in real storage if it adds both $\mathrm{Re}\,q$ and $\mathrm{Im}\,q$ and keeps both $u$ and $v$ at a restart. The conjugate root brings no further directions, so one member of each pair is enough. It counts as two real vectors.

In the $400\times400$ example, the first two coordinates alone give
\begin{equation}
\theta=1.01\pm\sqrt{(0.01)^2-(0.1)^2}=1.01\pm0.0995\,i .
\end{equation}
The converged pair of the full matrix is $1.0092\pm0.0995\,i$, so this pair is genuine. With at most 12 basis vectors, the solver finds it in 7 iterations with one restart.

The exact $H$ is Hermitian, and an untruncated similarity transformation preserves its real spectrum. Provided the CCSD amplitudes are themselves converged, a converged complex excitation energy, with an imaginary part clearly above the numerical error, is therefore a failure of the truncated model at that geometry or parameter value. A tighter residual threshold in the eigenvalue solver will not remove it.

\section{What the residual guarantees}

Let $l$ be an exact left eigenvector with eigenvalue $\omega$. Multiplying the definition of $\rho$ by $l^T$ gives
\begin{equation}
l^T\rho=l^TAx-\theta l^Tx=(\omega-\theta)l^Tx,
\end{equation}
and hence, for $l^Tx\neq0$,
\begin{equation}
|\omega-\theta|\le\frac{\|l\|\,\|\rho\|}{|l^Tx|} .
\label{eq:error}
\end{equation}
For a symmetric matrix and $x$ near the eigenvector, the factor in front of $\|\rho\|$ is near one if $\|x\|=1$. For a nonsymmetric matrix it can be large. It diverges where two eigenvectors merge. The matrix
\begin{equation}
\begin{pmatrix}a&c\\-c&a+2c\end{pmatrix},\qquad c\neq0,
\end{equation}
has the double eigenvalue $a+c$, but only one right eigenvector, $(1,1)^T$, and one left eigenvector, $(1,-1)^T$. Their product is zero. At such a point no biorthonormal pair exists, and close to it a small residual does not ensure an accurate energy.

Nor does a small residual show that the intended state was found. If the basis functions are adapted to a symmetry that makes $A$ block diagonal, both multiplication by $A$ and division by diagonal differences keep a vector in its block. A start confined to one block cannot reach a root in another, apart from rounding errors.

\section{Selecting roots by overlap}

For two eigenvalues, evaluate $l_i^TAr_j$ by acting to the left and to the right:
\begin{equation}
\omega_i l_i^Tr_j=\omega_jl_i^Tr_j
\quad\Longrightarrow\quad(\omega_i-\omega_j)l_i^Tr_j=0 .
\label{eq:biorth}
\end{equation}
Left and right vectors of different eigenvalues are orthogonal, although two right vectors generally are not. This suggests the selection rule. Let $F$ be a real orthonormal basis of the left space of the followed states at the previous geometry or parameter value. Each normalized Ritz vector receives the score
\begin{equation}
s=\|F^Tx\| .
\end{equation}
Every right eigenvector of the previous matrix whose eigenvalue differs from those of the followed states has score zero by Eq.~(\ref{eq:biorth}). An old right space used for $F$ would in general lack this property. Conjugate vectors have equal scores because $F$ is real, so a pair is selected as a whole.

Within a degenerate set, individual vectors are arbitrary, and so are their individual overlaps. The score does not depend on the basis chosen for the old set: replacing $F$ by $FO$ with $O$ orthogonal gives $\|O^TF^Tx\|=\|F^Tx\|$. It can still differ between normalized vectors $x$ of one degenerate right space, because the left and right spaces of a nonsymmetric matrix need not coincide.

After the right solve, the left solve uses $A^T$, starts from the right space and takes an orthonormal basis of that space as $F$. Left vectors of all other eigenvalues then score zero, which directs the solver to the matching roots.

Overlap has its own limit. If two old states mix through an angle $\phi$ in a nearly symmetric two-state problem, the new states have scores close to $|\cos\phi|$ and $|\sin\phi|$. At $45^\circ$ the identity of the old state is shared, and no selection rule can restore it. One remedy is to follow both states. A smaller step makes each choice unambiguous, but it follows the eigenvector as it rotates, and after many small rotations that vector may retain little of the original character.

\section{Biorthonormal vectors in a degenerate set}

Let the columns of $R$ and $L$ span the right and left spaces of one $m$-fold eigenvalue, and assume that $A$ is diagonalizable. The matrix $S=L^TR$ is then invertible. Indeed, if $Sc=0$, the vector $Rc$ is orthogonal to all left vectors of this eigenvalue and, by Eq.~(\ref{eq:biorth}), to all others. The left vectors form a complete set, so $Rc=0$ and $c=0$. Define
\begin{equation}
L'=L(S^{-1})^T .
\end{equation}
Then $L'^TR=S^{-1}L^TR=1$. The superscript $T$ means transposition without conjugation, also for complex roots: the conjugate of $l$ belongs to $\omega^*$ and is orthogonal to $r$.

Scaling the vectors pair by pair is not sufficient. Start from $L'^TR=1$ with $m=2$ and rotate the left vectors by an angle $\alpha$, which leaves them valid eigenvectors. Their overlaps with $R$ have $\cos\alpha$ on the diagonal, and division by it gives
\begin{equation}
\begin{pmatrix}1&\tan\alpha\\-\tan\alpha&1\end{pmatrix}.
\end{equation}
For $\alpha=30^\circ$ the cross overlap is $0.577$, although each pair looks normalized.

This matters for properties. A transition strength is a linear function of $r$ times a linear function of $l$. Summed over the set it has the form $f^TRL'^Tg$, with vectors $f$ and $g$ fixed by the operator. If $R$ is replaced by $RG$, with $G$ invertible, the condition $L'^TR=1$ changes $L'$ to $L'(G^{-1})^T$, and
\begin{equation}
RG\,[L'(G^{-1})^T]^T=RGG^{-1}L'^T=RL'^T .
\end{equation}
The sum does not depend on the basis chosen, whereas the contribution of a single member does.

\section{The complete procedure}

\begin{enumerate}
\item Orthonormalize the real starting vectors to obtain $V$; compute $W=AV$. For the first point, let $F$ span guesses of the desired character.
\item Diagonalize $M=V^TW$. Rank the Ritz vectors by $s$ and take one member of each conjugate pair until the requested number of real vectors is reached. A pair at the end is kept whole.
\item Compute the residuals. Stop if all selected norms are below the threshold.
\item Form $q$ for each unconverged root and take its real part and, for complex $\theta$, its imaginary part.
\item If the space would become too large, orthonormalize the real and imaginary parts of the selected $y$ as columns of $C$. Replace $V$ by $VC$ and $W$ by $WC$. Since $W=AV$, no new products are needed.
\item Orthogonalize the new directions to $V$ at least twice, drop those that vanish, append the rest and their products with $A$, and return to step 2.
\item Repeat steps 1--6 with $A^T$, as described for the left solve.
\item Group equal eigenvalues. For a real eigenvalue, take an orthonormal real basis of the real and imaginary parts of its vectors, since rounding can turn a degenerate real pair into a slightly complex one. Apply $L'=L(S^{-1})^T$ in each group.
\end{enumerate}

\section{Following a degenerate state through a crossing}

A ring of six sites with six electrons has exact spatial degeneracies. Its Hubbard Hamiltonian has hopping $-t$ between neighbours and repulsion $U$ for two electrons on one site. The orbital energies are $-2t,-t,-t,t,t,2t$, and the lowest three orbitals are doubly occupied. The density is uniform, so the mean field shifts all sites equally and the hopping orbitals solve the restricted Hartree-Fock equations for every $U$. The space with equal numbers of up and down spins has $20^2=400$ determinants, and $A$ has dimension $117$.

The followed state is the singlet pair reached from the reference by density waves proportional to $\cos(2\pi x/6)$ and $\sin(2\pi x/6)$ at site $x$. The starting space also contains the eight single excitations with orbital gap $2t$, which brings in lower states. The residual threshold is $10^{-9}t$. At each new $U$, the start consists of the previous right vectors and these eight excitations, and $F$ comes from the previous left space. The number of roots below the pair, counted with multiplicity, comes from diagonalizing the full matrix $A$.

\begin{center}
\begin{tabular}{ccc}
$U/t$ & $\omega/t$ & roots below\\
1.00 & 2.1785 & 5\\
1.25 & 2.2292 & 5\\
1.50 & 2.2836 & 5\\
1.75 & 2.3424 & 5\\
2.00 & 2.4065 & 7
\end{tabular}
\end{center}

At $U=t$, selection of the lowest root from the same start gives $1.6534\,t$, a different state. Between $U=1.75\,t$ and $2t$ two other roots pass below the followed pair. A rule that kept the sixth and seventh roots of the full spectrum would change states there. The two crossing roots are triplets that are even under translation by three sites, whereas the followed pair and the whole start are odd. Each orbital has a definite parity under this translation, so the start used here cannot reach the crossing roots: selecting the seven lowest roots from it at $U=2t$ misses them and still returns $2.4065\,t$ as the sixth and seventh. In this example the overlap rule selects the pair among the lower states present in the search space, and symmetry alone separates it from the crossing roots.

Continuity is measured by the smallest singular value of $L_{\rm old}'^TR_{\rm new}$, with orthonormal columns in each $R$. It rises from $0.99978$ at the first step to $1.00006$ at the fourth. A value above one is allowed: $l'^Tr=1$ with $\|r\|=1$ implies $\|l'\|\ge1$, so these numbers are not cosines.

At $U=2t$ the right solve takes 7 iterations and the left solve 9. In the first right iteration the largest residual norm is $8.9\times10^{-3}t$, while the first Ritz value differs from its converged value by only $4.5\times10^{-5}t$. Equation~(\ref{eq:error}) gives a bound, and the actual error can be much smaller.

Convergence of the solver is distinct from accuracy of the model. Diagonalization in all 400 determinants puts the excitation with the largest density-wave strength from the ground state at $2.4218\,t$. The EOM-CCSD value is lower by $2.42184-2.40645\approx0.0154\,t$, or $0.6\%$ of the exact excitation energy. No solver setting can reduce this difference.

\section{Choosing the settings}

\begin{itemize}
\item \textbf{Selection rule.} Use lowest energy to survey a spectrum. Use overlap for a state of known character, an interior root or a sequence of geometries. Inspect the scores: two comparable candidates call for following both.
\item \textbf{Number of roots.} Include whole degenerate sets. A single member is an arbitrary vector of the set, and only the sum $RL'^T$ over the whole set is independent of the basis. If one member is requested, the roots are selected by energy and the two solves are started independently, the right solve may even return $r_1$ and the left solve $l_2$, with $l_2^Tr_1=0$.
\item \textbf{Subspace size.} Storing $V$ and $W$ takes $2mN$ numbers for $m$ vectors of length $N$. For $k$ selected real vectors, $m=2k$ leaves room for one set of corrections and forces a restart at almost every step. Several times $k$ retains more of the earlier directions.
\item \textbf{Residual threshold.} Choose it from the energy error wanted and the factor in Eq.~(\ref{eq:error}), estimated with the computed left vector. Tighten it when $|l^Tr|/(\|l\|\|r\|)$ is small.
\item \textbf{Degeneracy tolerance.} It must exceed the numerical error of the eigenvalues and stay below the true splittings. If it is too large, the basis mixes distinct states, and its columns are no longer eigenvectors.
\item \textbf{Complex roots.} Keep them during the iterations. If one remains after both the amplitudes and the eigenvalue solver have converged, report the failure of the truncated model instead of quoting the real part as an excitation energy.
\end{itemize}
